# First-order decomposition by Gillespie's algorithm, with exponential mean and binomial variance

A simulation of a decomposing precursor begins with a choice: follow individual molecules, or integrate a rate equation for their average number. If molecules are followed, one must also choose how many runs to make and decide whether a difference from the rate equation is sampling noise or a fault. All of these choices depend on the variance of the number of survivors. For independent molecules with a constant rate it can be derived completely, so it also serves as a test of the simulation.

## Three molecules by hand

Take three identical molecules, all intact at $t=0$. Each decomposes irreversibly, independently of the others, with probability $k\,dt$ in every short interval $dt$ while it is intact. The rate constant $k$ does not change with time.

Let $S(t)$ be the probability that one given molecule is still intact. To be intact at $t+dt$ it must be intact at $t$ and then survive $dt$:

$$S(t+dt)=S(t)(1-k\,dt),\qquad \frac{dS}{dt}=-kS,\qquad S(t)=e^{-kt}.$$

Write $p=e^{-kt}$ and $q=1-p$.

A molecule intact at $t$ survives a further time $\tau$ with probability $e^{-k(t+\tau)}/e^{-kt}=e^{-k\tau}$. Its age has dropped out, so after each event the remaining molecules can be treated as new ones.

With $n$ molecules intact, no event occurs during $\tau$ if all $n$ survive. Independence lets us multiply their probabilities:

$$\Pr(\text{wait}>\tau)=(e^{-k\tau})^n=e^{-nk\tau}.$$

To draw such a wait, take $u$ uniform between 0 and 1 and set

$$\tau=-\frac{\ln u}{nk}.$$

This has the required law: $\tau>x$ means $\ln u<-nkx$, or $u<e^{-nkx}$, and a uniform number lies below that value with probability $e^{-nkx}$.

Now use the draws $u=0.117316$, $0.005635$ and $0.139797$. Their negative logarithms are 2.143, 5.179 and 1.968. In the dimensionless time $kt$, the waits and event times are:

- $n=3$: wait $2.143/3=0.714$, event at $0.714$;
- $n=2$: wait $5.179/2=2.589$, event at $3.304$;
- $n=1$: wait $1.968/1=1.968$, event at $5.271$.

The number of survivors is a staircase. At $kt=1$ the last completed event is the one at 0.714, so the reading is 2. A program that advances until its clock passes 1, and then reports the new state, would return 1, because it has already carried out the event at 3.304. The state must be read before the overshooting event.

One run gives one staircase. The distribution over many runs follows from probabilities $P_n(t)$ of having $n$ survivors. State 3 can only be left, at rate $3k$, so $P_3=e^{-3kt}=p^3$. State 2 is fed from state 3 and left at rate $2k$:

$$\frac{dP_2}{dt}=3kP_3-2kP_2.$$

Multiplying by $e^{2kt}$ makes the $P_2$ terms a single derivative:

$$\frac{d}{dt}\left(e^{2kt}P_2\right)=3ke^{-kt},\qquad e^{2kt}P_2=3(1-e^{-kt}),\qquad P_2=3p^2q.$$

State 1 is fed at rate $2kP_2$ and left at rate $kP_1$. Since $P_2=3(e^{-2kt}-e^{-3kt})$, multiplication by $e^{kt}$ gives

$$\frac{d}{dt}\left(e^{kt}P_1\right)=6k(e^{-kt}-e^{-2kt}).$$

Integration from zero yields

$$e^{kt}P_1=6\left[(1-p)-\tfrac12(1-p^2)\right]=3(1-p)^2,$$

so $P_1=3pq^2$. The remaining probability is $P_0=1-p^3-3p^2q-3pq^2=q^3$, because $(p+q)^3=1$.

At the half-life $p=1/2$, and the probabilities of 3, 2, 1 and 0 survivors are $1/8$, $3/8$, $3/8$ and $1/8$. The mean is $(3+6+3)/8=1.5$. The mean square is $(9+12+3)/8=3$, so the variance is $3-1.5^2=0.75$. These are $3p$ and $3pq$.

## The algorithm for any population

For $N_0$ molecules the procedure is:

1. Set $t=0$ and $n=N_0$.
2. Draw $u$ and compute $\tau=-\ln u/(nk)$.
3. Record $n$ for every requested reading time from $t$ up to, but not including, $t+\tau$.
4. Replace $t$ by $t+\tau$ and $n$ by $n-1$. Return to step 2 while $n>0$; after that all readings are zero.

In Gillespie's general method several reactions $r$ have total rates $a_r$, with sum $a_0$. The probability that the next event falls in $d\tau$ and is of type $r$ is

$$e^{-a_0\tau}a_r\,d\tau=\left(a_0e^{-a_0\tau}d\tau\right)\frac{a_r}{a_0}.$$

The time and the type are therefore drawn separately. Here there is one reaction, with $a_0=nk$, so the second draw is unnecessary. No time step has been introduced; apart from computer arithmetic and the quality of the random numbers, the method samples the stated process itself.

## Mean and variance

State $n$ is entered from $n+1$ and left towards $n-1$. The master equation is

$$\frac{dP_n}{dt}=k(n+1)P_{n+1}-knP_n,$$

with $P_{N_0+1}=0$. Multiply by a function $f(n)$ and sum. Relabelling $n+1$ as $n$ in the first sum gives

$$\frac{d\langle f(n)\rangle}{dt}=k\left\langle n[f(n-1)-f(n)]\right\rangle .$$

For $f=n$ the bracket is $-1$. The mean $m=\langle n\rangle$ obeys

$$\frac{dm}{dt}=-km,\qquad m=N_0e^{-kt}=N_0p.$$

For $f=n^2$ the bracket is $(n-1)^2-n^2=1-2n$, so $d\langle n^2\rangle/dt=km-2k\langle n^2\rangle$. The variance is $V=\langle n^2\rangle-m^2$, hence

$$\frac{dV}{dt}=km-2k\langle n^2\rangle-2m(-km)=km-2kV.$$

The first term is the noise created by discrete events. The second says that existing deviations decay: a run with excess molecules also loses more of them. Since the initial number is fixed, $V(0)=0$. Multiplication by $e^{2kt}$ gives

$$\frac{d}{dt}\left(e^{2kt}V\right)=kN_0e^{kt},\qquad e^{2kt}V=N_0(e^{kt}-1),$$

and therefore

$$V=N_0(e^{-kt}-e^{-2kt})=N_0p(1-p).$$

Writing $V=N_0[\tfrac14-(p-\tfrac12)^2]$ shows that the variance peaks at the half-life, with value $N_0/4$. For $kt\ll1$ it is approximately $N_0kt$, the mean number of decompositions. For $kt\gg1$ it approaches $N_0p$, the mean number of survivors. In both limits the rarer outcome has a variance close to its mean.

The relative noise is

$$\frac{\sqrt V}{m}=\sqrt{\frac{1-p}{N_0p}}.$$

It grows with time even after $V$ has begun to fall. To keep it below $\epsilon$ one needs $N_0>(1-p)/(p\epsilon^2)$. This is the criterion for replacing a single stochastic history by the rate equation.

## The whole distribution

Two moments do not fix a distribution. Define $G(z,t)=\sum_n z^nP_n(t)$. In the master equation, $\sum_n(n+1)z^nP_{n+1}=\partial G/\partial z$ and $\sum_n nz^nP_n=z\,\partial G/\partial z$, so

$$\frac{\partial G}{\partial t}=k(1-z)\frac{\partial G}{\partial z}.$$

Follow $G$ along a curve $z(t)$ with $dz/dt=-k(1-z)=k(z-1)$. Its total derivative, $\partial_tG+(dz/dt)\partial_zG$, then vanishes. Along the curve $z-1=(z_0-1)e^{kt}$, which gives $z_0=1+(z-1)p$. Initially $G=z_0^{N_0}$, and so

$$G(z,t)=[1+(z-1)p]^{N_0}=(q+pz)^{N_0}.$$

The coefficient of $z^n$ is the binomial probability

$$P_n=\binom{N_0}{n}p^nq^{N_0-n}.$$

## Two readings from one run

Readings at $s<t$ are correlated. Given $N(s)$, the mean later number is $N(s)p(t)/p(s)$. The covariance is this factor times the variance at $s$:

$$\mathrm{Cov}[N(s),N(t)]=\frac{p(t)}{p(s)}N_0p(s)[1-p(s)]=N_0p(t)[1-p(s)].$$

For estimating the variance, many points along one curve are thus no substitute for many runs.

## How closely should a simulation agree?

With $M$ independent runs, the sample mean has standard error $\sqrt{V/M}$. The sample variance $s^2$ needs a fourth moment. Let $X_i$ be the deviation of run $i$ from the true mean. Expanding the usual estimator with denominator $M-1$ gives

$$s^2=\frac1M\sum_iX_i^2-\frac1{M(M-1)}\sum_{i\ne j}X_iX_j.$$

The first sum contributes variance $(\mu_4-V^2)/M$, where $\mu_4=\langle X^4\rangle$. In the second, each pair occurs twice, so its variance is $4\cdot\tfrac12M(M-1)V^2/[M(M-1)]^2=2V^2/[M(M-1)]$. The two parts are uncorrelated, because each cross product contains an unpaired $X_j$ of zero mean. Thus

$$\mathrm{Var}(s^2)=\frac{\mu_4}{M}-\frac{V^2(M-3)}{M(M-1)}.$$

To find $\mu_4$, write the survivor number as a sum of $N_0$ independent indicators. A centred indicator is $q$ with probability $p$ and $-p$ with probability $q$. Its variance is $pq$, and its fourth moment is $pq^4+qp^4=pq(1-3pq)$. In the fourth power of the sum only equal fours and two distinct pairs survive:

$$\mu_4=N_0pq(1-3pq)+3N_0(N_0-1)(pq)^2=V+3V^2-6Vpq.$$

For large $V$ and $M$, the relative standard error of $s^2$ is about $\sqrt{2/M}$. A one-per-cent variance therefore needs about 20,000 runs.

## Two hundred precursor molecules

Consider 200 labelled dimethylcadmium molecules, dilute in nitrogen at 800 K and 760 Torr. The event counted is loss of the first methyl group by breaking a Cd–C bond. As rough effective Arrhenius parameters we take a prefactor $A=10^{13}$ s$^{-1}$ and an activation energy $E_a=2.1$ eV. This $E_a$ should not be read as the Cd–C bond energy, which is probably several tenths of an eV higher; a higher barrier with a larger prefactor can give the same $k$. With $k_BT=0.06894$ eV,

$$k=Ae^{-E_a/k_BT}=10^{13}e^{-30.462}=0.590\ \mathrm{s^{-1}},$$

and the half-life is $\ln2/k=1.176$ s. The extra digits below serve to compare theory with simulation for this fixed $k$; they do not describe the accuracy of the chemistry.

The first run used the same three draws as the hand example. Its first wait is $2.143/(200\times0.58963)=0.01817$ s. The next two are 0.04414 and 0.01685 s, placing the third event at 0.07916 s.

Over 20,000 runs the results were:

| $t$ (s) | Mean, theory | Mean, simulated | Variance, theory | Variance, simulated |
|---|---|---|---|---|
| 0.5 | 148.93 | 148.93 | 38.03 | 37.85 |
| 1.0 | 110.91 | 110.91 | 49.41 | 49.44 |
| 1.176 | 100.00 | 99.99 | 50.00 | 50.10 |
| 2.0 | 61.50 | 61.49 | 42.59 | 42.64 |
| 4.0 | 18.91 | 18.88 | 17.12 | 16.99 |

At the half-life the standard error of the mean is $\sqrt{50/20000}=0.05$. For the variance, $\mu_4=50+7500-75=7475$, giving a standard error of 0.50. The deviations, $-0.011$ and $+0.101$, are well inside these values. The largest deviation in the table is about 1.1 standard errors, for the mean at 4 s.

The histogram at the half-life gives $\chi^2=38.3$ for 40 degrees of freedom, with a p-value of 0.55, so it shows no departure from the binomial shape. Separately, a matrix-exponential solution of the master equation at the five times differs from the binomial probabilities by less than $10^{-9}$.

The theoretical covariance between 1 and 2 s is 27.40, against 27.63 in the simulation. The correlation coefficient is 0.60.

At the half-life one run has relative noise $\sqrt{50}/100=7.1\%$; at 4 s it is 22%. By contrast, at a precursor pressure of 0.01 Torr, 1 cm$^3$ initially holds $1.2\times10^{14}$ molecules. Following that many labelled molecules would give relative noise of $9\times10^{-8}$ at the half-life, so the rate equation suffices for their number even in a single run.

The end of a run is less well described by the mean curve, which never reaches zero. The last decomposition occurs after independent waits with means $1/(jk)$ and variances $1/(jk)^2$, for $j=1,\ldots,N_0$. Its time has

$$\langle t_{\rm last}\rangle=\frac1k\sum_{j=1}^{N_0}\frac1j,\qquad \mathrm{Var}(t_{\rm last})=\frac1{k^2}\sum_{j=1}^{N_0}\frac1{j^2}.$$

The mean is 9.97 s and the standard deviation 2.17 s; simulation gives 9.98 and 2.17 s. The last few molecules, with their long waits, cause most of this spread.

## When the variance is different

**Uncertain initial number.** Suppose the initial number is Poisson distributed with mean $N_0$. Averaging $G$ gives

$$\sum_{j=0}^{\infty}e^{-N_0}\frac{N_0^j}{j!}[1+(z-1)p]^j=e^{N_0p(z-1)},$$

which generates a Poisson distribution of mean and variance $N_0p$. At the half-life the variance is 100 instead of 50. The mean is unchanged, so a test of the mean alone would miss the difference.

This matters for a fixed sampling box. At 0.01 Torr, 200 molecules occupy a cube of edge 1.2 µm. A hard-sphere estimate with a collision diameter of 0.5 nm gives a diffusion coefficient $D=0.35$ cm$^2$ s$^{-1}$, hence an rms displacement $\sqrt{6Dt}=1.6$ cm in one half-life. Molecules cross such a box far faster than they decompose. The binomial result belongs to the labelled group, not to the box contents.

**Shared temperature error.** Let each run have its own temperature, common to all its molecules. The total variance is the average variance within a run plus the variance of the run means. To first order,

$$\frac{\delta k}{k}=\frac{E_a}{k_BT^2}\delta T,\qquad \delta(N_0p)=-N_0p\,kt\frac{\delta k}{k}.$$

For temperature standard deviation $\sigma_T$, the leading added variance is

$$V_T=\left(N_0p\,kt\frac{E_a\sigma_T}{k_BT^2}\right)^2.$$

One kelvin changes $k$ by 3.8%. At the half-life, $\sigma_T=1$ K adds $(100\times0.693\times0.0381)^2=7.0$, for a total of 57.0; the simulated total is 57.3. Since $V_T$ grows as $N_0^2$ and the binomial part as $N_0$, they become equal near $N_0=200\times50/7.0\approx1400$. For larger groups under these conditions, temperature control limits repeatability more than molecular chance does.

## What a real reactor changes

Of the three omissions estimated here, a fully absorbing wall has the largest effect for the tube radius of 2 cm, the prefactor $10^{13}$ s$^{-1}$ and the seven to ten oscillators used below; fewer oscillators or a larger prefactor can reverse the order. Wall loss weakens as the tube widens, so in a wide enough tube the pressure effect can be larger. If every molecule reaching the wall of a long tube of radius $R$ is consumed, the slowest radial diffusion mode is $J_0(2.405r/R)$, which vanishes at the wall and decays at rate $D(2.405/R)^2$. For $R=2$ cm this is 0.50 s$^{-1}$, or 85% of $k$. Molecules distributed in that mode would have about $100e^{-0.503\times1.176}=55$ survivors at the former half-life, not 100. A uniform initial distribution loses molecules faster at first and is not a single exponential. If starting positions are independent and identically distributed, the count remains binomial, with $p$ replaced by the actual survival probability.

Gas pressure also affects $k$, because collisions must resupply energetic molecules. Let $\omega$ be the rate of effective collisions and $k(E)$ the decomposition rate at internal energy $E$. Balancing supply $\omega f(E)$ against loss $[\omega+k(E)]g(E)$, where $f$ is the thermal and $g$ the actual population, gives $g=f/[1+k(E)/\omega]$. For ten effective oscillators, take $f\propto E^9e^{-E/k_BT}$ and Kassel's form $k(E)=A(1-E_a/E)^{9}$ above $E_a$. With a hard-sphere collision rate of $6\times10^9$ s$^{-1}$, the rate $\int k(E)g(E)\,dE$ is then 98% of the high-pressure rate if every collision is effective, and 88% if one in ten is. These figures depend strongly on the assumed number of oscillators: with seven instead of ten they become 89% and 61%. They depend as strongly on the prefactor: with ten oscillators, $A=10^{15}$ s$^{-1}$ and $E_a=2.42$ eV, which give the same high-pressure $k$, they become 75% and 44%. They indicate the size of the effect for the chosen inputs, not a prediction for dimethylcadmium.

Methyl radicals can attack intact molecules and so break independence. If each decomposition promptly releases two radicals, and pairs recombine with constant $k_r$, their density $R_m$ obeys $dR_m/dt=2kc-2k_rR_m^2$, where $c$ is the precursor density. Starting from zero, $R_m$ cannot exceed $\sqrt{kc_0/k_r}$, with $c_0$ the initial density. With rough values $k_r=3\times10^{-11}$ cm$^3$ s$^{-1}$, an attack prefactor of $10^{-12}$ cm$^3$ s$^{-1}$ and a barrier of 0.45 eV, the attack rate at a precursor pressure of 0.01 Torr is at most 0.4% of $k$ in this balance. The ratio grows as $\sqrt{c_0}$, so at 1 Torr it would be ten times larger.

For $A=10^{13}$ s$^{-1}$ and seven to ten oscillators, the rate parameters themselves matter more than these last two corrections. An error of 0.1 eV in $E_a$ changes $k$ by a factor $e^{0.1/0.0689}\approx4$. The choice of temperature matters too: at 650 K the same parameters give a half-life of about 20 minutes, and surface reactions or other reactants may then dominate. The example therefore describes the homogeneous channel, not the yield of a reactor. The numerical output gives the remaining digits and inputs.

## Numbers as computed

```
Initial molecules N0 = 200; runs M = 20000
Temperature = 800 K; prefactor = 1.0e+13 1/s; Ea = 2.10 eV
Thermal energy kB T = 0.06894 eV; Ea/(kB T) = 30.462
Rate constant k = 0.58963 1/s; half-life = 1.1756 s
Master equation vs binomial, largest difference < 1e-9: True
Peak variance from master equation = 50.0000, at the half-life
First events of run 1:
  n = 200, u = 0.117316, wait = 0.018171 s, t = 0.018171 s
  n = 199, u = 0.005635, wait = 0.044136 s, t = 0.062307 s
  n = 198, u = 0.139797, wait = 0.016853 s, t = 0.079160 s
Survivors: theory | simulation +- standard error
 t = 0.5000 s, p = 0.74467, sd/mean = 0.0414
   mean 148.934 | 148.929 +- 0.044;  variance 38.028 | 37.851 +- 0.380
 t = 1.0000 s, p = 0.55453, sd/mean = 0.0634
   mean 110.906 | 110.907 +- 0.050;  variance 49.405 | 49.437 +- 0.493
 t = 1.1756 s, p = 0.50000, sd/mean = 0.0707
   mean 100.000 | 99.989 +- 0.050;  variance 50.000 | 50.101 +- 0.499
 t = 2.0000 s, p = 0.30750, sd/mean = 0.1061
   mean 61.501 | 61.492 +- 0.046;  variance 42.589 | 42.636 +- 0.425
 t = 4.0000 s, p = 0.09456, sd/mean = 0.2188
   mean 18.912 | 18.880 +- 0.029;  variance 17.123 | 16.987 +- 0.172
Histogram at half-life: chi2 = 38.3, degrees of freedom = 40, p-value = 0.548
Covariance N(1 s), N(2 s): theory 27.397, simulation 27.625; correlation 0.5973
Last event: mean 9.969 s, sd 2.172 s; simulated mean 9.975 s, sd 2.166 s
Poisson initial number, half-life: variance = 100.000
Change of k per kelvin = 3.808 %
Shared temperature sd 1.0 K, half-life: added variance 6.966; total 56.966, simulated 57.313
Total pressure 760 Torr; precursor 0.01 Torr = 1.207e+14 molecules/cm3
Relative noise at half-life for 1 cm3 = 9.10e-08
Collision diameter 0.50 nm; masses 142.5, 28.0 u; collision rate 6.13e+09 1/s
Diffusion coefficient = 0.348 cm2/s
Cube holding 200 molecules: edge 1.183 um; rms diffusion in one half-life 1.57 cm
Fall-off, 10 oscillators: k/k_inf = 0.9805 (strong collisions), 0.8838 (efficiency 0.1)
Tube radius 2.0 cm: wall-loss rate up to 0.503 1/s, ratio to k = 0.853
Radical inputs: recombination 3.0e-11 cm3/s, attack prefactor 1.0e-12 cm3/s, barrier 0.45 eV
Methyl density bound 1.54e+12 1/cm3; integrated peak / bound = 0.989
Radical attack rate up to 2.25e-03 1/s, ratio to k = 3.82e-03
```
